\section*{Two-point extrapolation of correlation energies: derivation, size consistency and noise}

\section{Where the inverse cube comes from}

Q: You have correlation energies in two finite basis sets and want to infer the energy in an infinite one. Two numbers cannot determine a limit. What else are you putting in?

A: A law for the way the error falls. Let the cardinal number $X$ count the principal shells in the basis. For helium, shell $n$ holds $n^2$ orbitals, so the number of basis functions is
\begin{equation}
N=\sum_{n=1}^{X}n^2=\frac{X(X+1)(2X+1)}{6}\approx\frac{X^3}{3}\quad\text{for large }X .
\end{equation}
Let $E_X$ be the correlation energy: the correlated energy minus the Hartree--Fock energy in the same basis. I assume
\begin{equation}
E_X=E_\infty+A\,X^{-3},
\label{model}
\end{equation}
with the same $E_\infty$ and $A$ at both cardinal numbers.

Q: Why the third power, and not an exponential?

A: Because the wavefunction has a kink where two electrons meet, and smooth orbital products describe a kink slowly. In atomic units, with $\mathbf r=\mathbf r_1-\mathbf r_2$ and $\mathbf R=(\mathbf r_1+\mathbf r_2)/2$, the kinetic energy operator of the pair is
\begin{equation}
-\tfrac12\nabla_1^2-\tfrac12\nabla_2^2=-\nabla_{\mathbf r}^2-\tfrac14\nabla_{\mathbf R}^2 .
\end{equation}
Take a singlet pair whose wavefunction has the value $\psi_0\neq0$ at $r=0$, and try $\psi\approx\psi_0(1+cr)$ nearby. Since $\nabla^2 r=2/r$, the singular terms of $H\psi$ are
\begin{equation}
-\nabla_{\mathbf r}^2\,(\psi_0cr)+\frac{\psi_0}{r}=\frac{\psi_0(1-2c)}{r}.
\end{equation}
The other side of the Schr\"odinger equation, $E\psi$, is finite at $r=0$. Hence $c=\tfrac12$: the wavefunction rises linearly in $r$ in every direction, which is a kink.

Q: That gives the shape of the wavefunction. I asked about the energy.

A: Write the approximate wavefunction as $\psi+\delta$. Because $(H-E)\psi=0$ and $H$ is Hermitian, the terms linear in $\delta$ vanish, leaving
\begin{equation}
\Delta E=\frac{\langle\delta|H-E|\delta\rangle}{\langle\psi+\delta|\psi+\delta\rangle}.
\end{equation}
Suppose the basis resolves lengths down to $h$. It rounds off the kink inside a ball $r<h$, where the missing gradient is about $\psi_0/2$. The relative kinetic energy of $\delta$ is then of order
\begin{equation}
\int_{r<h}|\nabla_{\mathbf r}\delta|^2\,d^3r\sim\frac{|\psi_0|^2}{4}\,\frac{4\pi h^3}{3}.
\end{equation}
In the same ball $\delta$ is of order $h$, so the repulsion term $\delta^2/r$ integrates to order $h^2\,h^{-1}\,h^3=h^4$, which is smaller. Spreading $N$ functions over a fixed volume gives $h^3\propto1/N\propto X^{-3}$.

Q: You assumed a uniform resolution and ignored the error outside the ball. That is not a proof.

A: It is not. It is a scaling argument, and equation~\eqref{model} remains an assumption to be compared with data. The role of the kink can be checked separately. For helium, a variational expansion with 20 terms containing even powers of $r_{12}$ alone, which are smooth at $r_{12}=0$, lies $2.27\,\mathrm{m}E_\mathrm h$ above a 34-term expansion that includes odd powers, once the exponent $\zeta$ in its factor $e^{-\zeta(r_1+r_2)}$ is optimised ($\zeta\approx2.6$). A shorter expansion of 13 terms, with odd powers, lies $0.08\,\mathrm{m}E_\mathrm h$ above it. This supports the importance of the kink; it does not fix the exponent.

\section{Eliminating the unknown slope}

Q: Suppose I grant the law. How do you get the limit?

A: There are two equations and two unknowns. Take $X>Y$ and multiply each equation by the cube of its cardinal number, so that the unknown $A$ stands alone in both:
\begin{align}
X^3E_X&=X^3E_\infty+A,\\
Y^3E_Y&=Y^3E_\infty+A.
\end{align}
Subtracting the second from the first removes $A$:
\begin{equation}
X^3E_X-Y^3E_Y=(X^3-Y^3)E_\infty .
\end{equation}
Since $X\neq Y$, we may divide:
\begin{equation}
E_\infty=\frac{X^3E_X-Y^3E_Y}{X^3-Y^3}.
\label{two}
\end{equation}
For data that obey the model this is the limit. For real data it is an estimate.

Q: It looks like a difference of two large numbers. What is it doing physically?

A: Add and subtract $Y^3E_X$ in the numerator:
\begin{align}
X^3E_X-Y^3E_Y&=(X^3-Y^3)E_X+Y^3(E_X-E_Y),\\
E_\infty&=E_X+\frac{Y^3}{X^3-Y^3}(E_X-E_Y).
\label{step}
\end{align}
The formula takes the better energy and continues in the direction of the last improvement. For the pair $4,5$ it adds $64/61$ of the last step, so slightly more than that step is still thought to be missing.

\section{Helium as a trial}

Q: Show me a case where the answer is known independently.

A: Take the helium atom in the cc-pV$X$Z bases, with CCSD, which for two electrons is equivalent to full configuration interaction. The reference is a 34-term Hylleraas energy, $-2.903721\,E_\mathrm h$, minus a near-limit Hartree--Fock energy, $-2.861679\,E_\mathrm h$, giving $-0.042042\,E_\mathrm h$. It is nonrelativistic and has a fixed point nucleus. This reference is converged to about $0.003\,\mathrm{m}E_\mathrm h$: a 125-term expansion gives $-2.903724\,E_\mathrm h$ and a larger $s$ basis gives a Hartree--Fock energy of $-2.861680\,E_\mathrm h$, which moves the reference to $-0.042044\,E_\mathrm h$. That shift raises every missing energy and every extrapolation error quoted below by about $0.003\,\mathrm{m}E_\mathrm h$ (the error for the pair $4,5$ goes from $-0.147$ to $-0.144\,\mathrm{m}E_\mathrm h$, and $X^3e_X$ at $X=5$ from 64.3 to 64.7), so their last digits are not significant.

Let $e_X=E_X-E_{\rm ref}$ be the correlation energy still missing. The last column is the Hartree--Fock error relative to its own near-limit value. All columns after the second are in $\mathrm{m}E_\mathrm h$.

\begin{center}
\begin{tabular}{rrrrrr}
$X$ & $N$ & $E_X$ & $e_X$ & $X^3e_X$ & HF error\\
2 & 5 & $-32.434$ & 9.607 & 76.9 & 6.519\\
3 & 14 & $-39.079$ & 2.963 & 80.0 & 0.526\\
4 & 30 & $-40.897$ & 1.145 & 73.3 & 0.165\\
5 & 55 & $-41.527$ & 0.515 & 64.3 & 0.054
\end{tabular}
\end{center}

Q: If the law held, $X^3e_X$ would be constant. It is not.

A: It is roughly constant: $e_X$ falls by a factor of about 19 while $X^3e_X$ stays between 64 and 80. Solving for the exponent from the energies at $X=3,4,5$, without the reference, gives 3.10, but that fit also adjusts the limit, which lands about $0.12\,\mathrm{m}E_\mathrm h$ below the reference. Measured against the reference, the local exponents $\ln(e_X/e_{X+1})/\ln[(X+1)/X]$ are about 2.9, 3.3 and 3.6 for $X=2,3,4$, drifting above 3 as the basis grows. So the law is a rough approximation here, and no more. The Hartree--Fock error falls by a factor of about 120 over the same range. It does not follow the inverse cube, which is why the Hartree--Fock energy must be converged or extrapolated separately.

Q: Then do the arithmetic for the two largest bases.

A: From equation~\eqref{two},
\begin{align}
E_\infty&=\frac{125(-0.041527)-64(-0.040897)}{125-64}\,E_\mathrm h\nonumber\\
&=\frac{-5.190875+2.617408}{61}\,E_\mathrm h=-0.042188\,E_\mathrm h,
\end{align}
or $-110.8\,\mathrm{kJ\,mol^{-1}}$. Relative to the reference the error is $-0.15\,\mathrm{m}E_\mathrm h$ ($-0.39\,\mathrm{kJ\,mol^{-1}}$), against $+0.515\,\mathrm{m}E_\mathrm h$ for the unextrapolated $E_5$.

Q: The error is negative. Your variational calculation has ended up below the reference.

A: For two electrons the total CCSD energies are variational, but the inputs here are correlation energies, differences of two variational energies, and the variational principle does not make the exact correlation energy a lower bound to such a difference. Nor is the extrapolated number the expectation value of any wavefunction we have constructed, so it has no such protection either. With the reference known, the sign can be explained. Put $E_X=E_{\rm ref}+e_X$ into equation~\eqref{two}. The reference passes through unchanged, because $(X^3-Y^3)/(X^3-Y^3)=1$, and
\begin{equation}
E_\infty-E_{\rm ref}=\frac{X^3e_X-Y^3e_Y}{X^3-Y^3}.
\label{bias}
\end{equation}
The estimate is too low when $X^3e_X<Y^3e_Y$, that is, when the error falls faster than the inverse cube. For the pair $4,5$ this gives $(64.3-73.3)/61=-0.15\,\mathrm{m}E_\mathrm h$. For $3,4$ it is $-0.18$, and for $2,3$, where $X^3e_X$ rises, it is $+0.165\,\mathrm{m}E_\mathrm h$.

Q: So the smallest pair is about as good as the largest. Should I save the effort?

A: Not on this evidence. The table shows $X^3e_X$ rising and then falling, so the bias changes sign between the first two pairs. The small error of the $2,3$ pair reflects two nearly equal values of $X^3e_X$ in one atom, and nothing here shows that this carries over to other systems. It does not even carry over to another basis family: for helium in the aug-cc-pV$X$Z bases the $2,3$ pair errs by $+0.28\,\mathrm{m}E_\mathrm h$ and the $4,5$ pair by $-0.12\,\mathrm{m}E_\mathrm h$.

Q: What would a neglected higher term do?

A: Suppose the true energy also contains $BX^{-4}$. Its contribution to equation~\eqref{two} is
\begin{align}
B\,\frac{X^{-1}-Y^{-1}}{X^3-Y^3}
&=-B\,\frac{X-Y}{XY\,(X-Y)(X^2+XY+Y^2)}\nonumber\\
&=-\frac{B}{XY(X^2+XY+Y^2)}.
\label{fourth}
\end{align}
The term is reversed in sign, not removed. For $4,5$ the bias is $-0.00082B$, while the term itself at $X=5$ is $B/625=0.0016B$. This does not explain the whole helium table: with one such term $X^3e_X=A+B/X$, which is monotonic, whereas the data rise and then fall.

\section{Linearity and size consistency}

Q: Now the separated fragments. Why should an extrapolated energy be additive?

A: Write equation~\eqref{two} as a weighted sum:
\begin{equation}
E_\infty=w_XE_X+w_YE_Y,\qquad
w_X=\frac{X^3}{X^3-Y^3},\quad w_Y=-\frac{Y^3}{X^3-Y^3}.
\label{weights}
\end{equation}
The weights depend on the cardinal numbers and not on the energies, so the map is linear. Let $A$ and $B$ now label two fragments so far apart that they do not interact, and suppose the method gives $E_X(AB)=E_X(A)+E_X(B)$, and likewise for $Y$. Then
\begin{align}
E_\infty(AB)&=w_X[E_X(A)+E_X(B)]+w_Y[E_Y(A)+E_Y(B)]\nonumber\\
&=[w_XE_X(A)+w_YE_Y(A)]+[w_XE_X(B)+w_YE_Y(B)]\nonumber\\
&=E_\infty(A)+E_\infty(B).
\end{align}

Q: You slipped in a condition. What if the method itself is not additive?

A: Then linearity does not rescue it. Let $d_X=E_X(AB)-E_X(A)-E_X(B)$ be the defect of the inputs. The same regrouping gives
\begin{equation}
d_\infty=w_Xd_X+w_Yd_Y .
\end{equation}
Take two hydrogen molecules with bond lengths of 1.4 and 3.0 bohr, 1000 bohr apart. With CCSD, the limits from the pair $2,3$ are $-0.041347$ and $-0.067554\,E_\mathrm h$. Their sum, $-0.108901\,E_\mathrm h$, agrees with the limit for the combined system to all printed digits.

CISD omits the simultaneous double excitation of both molecules, because that is a quadruple excitation of the whole. Its defects are $4.474\,\mathrm{m}E_\mathrm h$ at $X=2$ and $4.922\,\mathrm{m}E_\mathrm h$ at $X=3$, so
\begin{equation}
d_\infty=1.4211(4.922)-0.4211(4.474)=5.11\,\mathrm{m}E_\mathrm h .
\end{equation}
Here extrapolation makes the defect larger, since it grows from $X=2$ to $X=3$.

Q: Are there other ways to lose additivity?

A: Yes. The weights must be the same for $A$, $B$ and $AB$. Using different basis pairs for different fragments, or fitting the exponent to each system, breaks the regrouping above.

Q: Would any sensible extrapolation pass this test? Try an exponential through three energies.

A: Let $E_X=E_\infty+bq^X$ for $X=2,3,4$. Successive errors form a geometric sequence, so $(E_2-E_\infty)(E_4-E_\infty)=(E_3-E_\infty)^2$. Expanding, the terms $E_\infty^2$ cancel, and
\begin{equation}
E_\infty=\frac{E_2E_4-E_3^2}{E_2+E_4-2E_3}
=E_4-\frac{(E_3-E_4)^2}{(E_2-E_3)-(E_3-E_4)} .
\end{equation}
The second form follows by putting $E_4$ over the common denominator. With the lowerings $s_1=E_2-E_3$ and $s_2=E_3-E_4$, the correction below $E_4$ is $s_2^2/(s_1-s_2)$, which is not linear.

For the two hydrogen molecules, $(s_1,s_2)$ is $(4.685,0.963)$ and $(2.096,0.793)\,\mathrm{m}E_\mathrm h$. The separate corrections are $0.249$ and $0.483$, together $0.732\,\mathrm{m}E_\mathrm h$. Adding the energies first gives $(6.781,1.756)$ and a correction of $0.614\,\mathrm{m}E_\mathrm h$. The discrepancy is $0.12\,\mathrm{m}E_\mathrm h$, although the inputs are additive. It would vanish if both fragments had the same ratio $q=s_2/s_1$, since the correction would then be $s_1q^2/(1-q)$, linear in $s_1$.

\section{What happens to noise}

Q: One of your weights is negative and the other exceeds one. Doesn't that magnify errors in the inputs?

A: It can, depending on how the two errors are related. Here noise means errors unrelated to the basis law, such as statistical sampling errors, loose convergence or rounding. If the inputs are off by $\delta_X$ and $\delta_Y$, the result is off by $w_X\delta_X+w_Y\delta_Y$. For errors of zero mean, standard deviations $\sigma_X,\sigma_Y$ and correlation coefficient $\rho$, squaring and averaging gives
\begin{equation}
\sigma_\infty^2=w_X^2\sigma_X^2+w_Y^2\sigma_Y^2+2\rho\,w_Xw_Y\sigma_X\sigma_Y .
\label{variance}
\end{equation}
For independent errors of equal size, $\rho=0$ and $\sigma_X=\sigma_Y=\sigma$, so
\begin{equation}
\frac{\sigma_\infty}{\sigma}=\sqrt{w_X^2+w_Y^2}=\frac{\sqrt{X^6+Y^6}}{X^3-Y^3}\equiv F .
\label{noise}
\end{equation}

Q: And if I know only that each error is smaller than some $\delta$?

A: Then the worst case has opposite signs, so that the two contributions add:
\begin{equation}
|\delta E_\infty|\le(|w_X|+|w_Y|)\,\delta=\frac{X^3+Y^3}{X^3-Y^3}\,\delta .
\end{equation}
The factors are:

\begin{center}
\begin{tabular}{crrrr}
Pair & $w_X$ & $w_Y$ & $F$ & worst case\\
2,3 & 1.421 & $-0.421$ & 1.48 & 1.84\\
3,4 & 1.730 & $-0.730$ & 1.88 & 2.46\\
4,5 & 2.049 & $-1.049$ & 2.30 & 3.10\\
5,6 & 2.374 & $-1.374$ & 2.74 & 3.75\\
3,5 & 1.276 & $-0.276$ & 1.30 & 1.55
\end{tabular}
\end{center}

Random errors passed through a direct solution of the two model equations reproduce $F$ within the one per cent tolerance of the numerical check.

Q: The amplification gets worse as the bases improve. That seems perverse.

A: Neighbouring large bases have nearly equal values of $X^{-3}$, so the slope is inferred from a short interval and then used to reach the distant point $X^{-3}=0$. For $Y=X-1$,
\begin{equation}
X^3-(X-1)^3=3X^2-3X+1\approx3X^2,\qquad \sqrt{X^6+Y^6}\approx\sqrt2\,X^3,
\end{equation}
and hence $F\approx\sqrt2\,X/3$ for large $X$. The growth is linear in the cardinal number.

Q: Then use a wider gap, such as $3,5$.

A: That lowers $F$ from 2.30 to 1.30, but it brings in a poorer basis. By equation~\eqref{fourth}, the bias from a given $B$ grows in magnitude from $0.00082B$ to $0.00136B$. In helium the change is small: the error goes from $-0.147$ to $-0.160\,\mathrm{m}E_\mathrm h$.

Q: Are the errors in two calculations on the same molecule really independent?

A: Often there is no reason to assume so, and correlation matters. For equal $\sigma$, use $w_X+w_Y=1$, which gives $w_X^2+w_Y^2=1-2w_Xw_Y$. Equation~\eqref{variance} becomes
\begin{equation}
\frac{\sigma_\infty^2}{\sigma^2}=1-2(1-\rho)\,w_Xw_Y=1+2(1-\rho)\,w_X|w_Y| .
\end{equation}
A common shift, $\rho=1$, passes through with factor one. As long as the two $\sigma$ are equal, positive correlation reduces the noise towards that value but not below it. For the pair $4,5$ with $\rho=0.9$,
\begin{equation}
\frac{\sigma_\infty}{\sigma}=\sqrt{1+0.2(2.0492)(1.0492)}=\sqrt{1.430}=1.20 .
\end{equation}

Q: So when is extrapolating worse than leaving the larger calculation alone?

A: Compare mean-square errors, each being the squared bias plus the variance. Let $\beta$ be the bias in equation~\eqref{bias}. With independent noise of equal size, extrapolation wins when
\begin{equation}
\beta^2+F^2\sigma^2<e_X^2+\sigma^2
\quad\Longleftrightarrow\quad
\sigma^2<\frac{e_X^2-\beta^2}{F^2-1},
\end{equation}
where the division is allowed because $F>1$. For helium and the pair $4,5$,
\begin{equation}
\sigma<\sqrt{\frac{0.515^2-0.147^2}{2.302^2-1}}\,\mathrm{m}E_\mathrm h\approx0.24\,\mathrm{m}E_\mathrm h .
\end{equation}
Input noise of $0.010\,\mathrm{m}E_\mathrm h$ becomes $0.023\,\mathrm{m}E_\mathrm h$, well below the bias of $0.15\,\mathrm{m}E_\mathrm h$, so the gain survives. With input noise of $0.3\,\mathrm{m}E_\mathrm h$ the unextrapolated $E_5$ would have the smaller mean-square error.

\section*{Values computed for the example and the checks}
\begin{verbatim}
He Hylleraas energy, 34 terms: -2.903721 Eh
  lowering from 22 to 34 terms: 8.42 microEh
  13 terms with odd r12 powers, error: 0.0805 mEh
  20 terms, even r12 powers only, error: 2.8431 mEh
He near-limit Hartree-Fock energy: -2.861679 Eh
He reference correlation energy: -0.042042 Eh
He X=2, N=5: Ecorr -0.032434 Eh, missing 9.607 mEh, X^3*missing 76.9 mEh, HF error 6.519 mEh
He X=3, N=14: Ecorr -0.039079 Eh, missing 2.963 mEh, X^3*missing 80.0 mEh, HF error 0.526 mEh
He X=4, N=30: Ecorr -0.040897 Eh, missing 1.145 mEh, X^3*missing 73.3 mEh, HF error 0.165 mEh
He X=5, N=55: Ecorr -0.041527 Eh, missing 0.515 mEh, X^3*missing 64.3 mEh, HF error 0.054 mEh
He decay exponent from X=3,4,5 without reference: 3.101
He extrapolated from 2,3: -0.041876 Eh, error +0.165 mEh, A 0.07554 Eh
He extrapolated from 3,4: -0.042223 Eh, error -0.182 mEh, A 0.08490 Eh
He extrapolated from 4,5: -0.042188 Eh, error -0.147 mEh, A 0.08268 Eh
He extrapolated from 3,5: -0.042202 Eh, error -0.160 mEh, A 0.08431 Eh
He step E5-E4: -0.630 mEh; correction added to E5: -0.661 mEh
He 4,5 limit in kJ/mol: -110.77; its error: -0.39
Bias/B from omitted B/X^4, pair 2,3: -0.008772
Bias/B from omitted B/X^4, pair 4,5: -0.000820
Bias/B from omitted B/X^4, pair 3,5: -0.001361
H2 bond lengths 1.4, 3.0 bohr; separation 1000 bohr
X=2: A -0.034689, B -0.064576, AB CCSD -0.099265, AB CISD -0.094791 Eh
X=3: A -0.039374, B -0.066672, AB CCSD -0.106046, AB CISD -0.101124 Eh
Limits 2,3: A -0.041347, B -0.067554, sum -0.108901, AB CCSD -0.108901 Eh
CCSD additivity defect of limit: 0.000 microEh
CISD defect X=2: 4.474, X=3: 4.922, limit: 5.110 mEh
X=4 fragments: A -0.040337, B -0.067465 Eh
Exponential three-point defect, additive inputs: 118.502 microEh
Pair 2,3: wX 1.4211, wY -0.4211, noise factor 1.4821 (sampled 1.4796), worst case 1.8421
Pair 3,4: wX 1.7297, wY -0.7297, noise factor 1.8774 (sampled 1.8741), worst case 2.4595
Pair 4,5: wX 2.0492, wY -1.0492, noise factor 2.3022 (sampled 2.2982), worst case 3.0984
Pair 5,6: wX 2.3736, wY -1.3736, noise factor 2.7424 (sampled 2.7378), worst case 3.7473
Pair 3,5: wX 1.2755, wY -0.2755, noise factor 1.3049 (sampled 1.3028), worst case 1.5510
Pair 4,5 with error correlation 0.9: noise factor 1.1958 (sampled 1.1938)
Noise factor over sqrt(2)X/3 at X=100, Y=99: 0.9952
Chosen input noise 10 microEh, pair 4,5: independent 23.02, correlated 11.96 microEh
\end{verbatim}
